# Density Ratio for a Vanishing Two-Carrier Hall Coefficient

## Problem

A conductor contains electrons of density $n$ and holes of density $p$, with drift mobilities $\mu_e=1400\ \mathrm{cm^2/(V\,s)}$ and $\mu_h=450\ \mathrm{cm^2/(V\,s)}$. Both bands are isotropic, both Hall factors are one, and the densities are uniform. The current flows along $x$ and the magnetic field points along $z$. No net current flows along $y$.

1. Derive the weak-field Hall coefficient and find the ratio $p/n$ at which it vanishes. Is this the ratio at which both carriers conduct equally well?
2. A p-type film with $10^{15}\ \mathrm{cm^{-3}}$ ionized acceptors is illuminated uniformly. Each absorbed photon adds one free electron and one free hole. Find the injected density at which the Hall coefficient changes sign.
3. Find how the null moves when the magnetic field is not weak, when the Hall factors differ from one, and when electron-hole pairs pile up at the side edges.

For the film take a temperature of 300 K, width 5 mm, thickness 10 μm, pair lifetime 1 μs, drift field 1 V/cm and magnetic field 0.1 T.

## Solution

### Drift of each carrier

The algebra is in atomic units, so the elementary charge is one, and the force on a charge $q$ is $q(\mathbf E+\mathbf v\times\mathbf B)$. In a steady state this force balances the momentum lost in collisions, $m\mathbf v/\tau$. With $\mu=\tau/m$,

$$
\mathbf v_h=\mu_h(\mathbf E+\mathbf v_h\times\mathbf B),\qquad
\mathbf v_e=-\mu_e(\mathbf E+\mathbf v_e\times\mathbf B).
$$

For $\mathbf B$ along $z$, the cross product has components $(\mathbf v\times\mathbf B)_x=v_yB$ and $(\mathbf v\times\mathbf B)_y=-v_xB$.

Weak field means $\mu_eB\ll1$; the slower holes then satisfy the same condition. The transverse field $E_y$ is caused by $B$ and is itself of first order in $B$. The product $v_yB$ is therefore of second order and drops out of the $x$ equations:

$$
v_{hx}=\mu_hE_x,\qquad v_{ex}=-\mu_eE_x .
$$

Inserting these into the $y$ equations gives

$$
v_{hy}=\mu_h(E_y-v_{hx}B)=\mu_hE_y-\mu_h^2E_xB,
$$

$$
v_{ey}=-\mu_e(E_y-v_{ex}B)=-\mu_eE_y-\mu_e^2E_xB .
$$

The magnetic terms have the same sign. Electrons have the opposite charge but also the opposite velocity along $x$, so the magnetic force pushes both carriers towards negative $y$. Their electric currents then oppose each other, which is what makes a cancellation possible.

Each magnetic term contains the mobility twice: once because the electric field must produce the velocity $v_x$, and once because the magnetic force must produce a sideways drift.

### The Hall coefficient and its zero

The transverse current density is

$$
J_y=pv_{hy}-nv_{ey}
=(p\mu_h+n\mu_e)E_y-(p\mu_h^2-n\mu_e^2)E_xB .
$$

Setting it to zero fixes the transverse field,

$$
E_y=\frac{p\mu_h^2-n\mu_e^2}{p\mu_h+n\mu_e}\,E_xB .
$$

The longitudinal current density is $J_x=pv_{hx}-nv_{ex}=(p\mu_h+n\mu_e)E_x$. With the definition $R_H=E_y/(J_xB)$,

$$
R_H=\frac{p\mu_h^2-n\mu_e^2}{(p\mu_h+n\mu_e)^2}.
$$

For numbers, the right side is multiplied by $1/e$. With holes alone the result is $1/(ep)$, and with electrons alone it is $-1/(en)$, as the sign convention requires.

The denominator is positive, so the zero comes from the numerator. Writing $b=\mu_e/\mu_h$,

$$
p\mu_h^2=n\mu_e^2
\quad\Longrightarrow\quad
\frac pn=b^2=\left(\frac{1400}{450}\right)^2=(3.111)^2\approx9.7 .
$$

As a separate test, free flights between random collisions were integrated numerically at 0.01 T, with an exponential distribution of flight times, and averaged. The Hall coefficient built from these averages vanishes at 9.679, in agreement with the unrounded value of $b^2$.

Equal conduction is a different condition. It requires $p\mu_h=n\mu_e$, or $p/n=b\approx3.1$. There

$$
R_H=\frac{n\mu_h^2(b-b^2)}{(2nb\mu_h)^2}=-\frac{b-1}{4bn},
$$

which is negative because electrons are the more mobile carriers. At the Hall null the holes carry the fraction

$$
\frac{p\mu_h}{p\mu_h+n\mu_e}=\frac{b^2}{b^2+b}=\frac{b}{1+b}\approx0.757
$$

of the longitudinal current. A vanishing Hall coefficient therefore does not mean equal densities or equal conductivities.

### The illuminated film

Let $N_A$ be the acceptor density and $\Delta$ the injected pair density. The thermal electron density is negligible here, so $n=\Delta$ and $p=N_A+\Delta$. The null condition becomes

$$
N_A+\Delta_0=b^2\Delta_0
\quad\Longrightarrow\quad
\Delta_0=\frac{N_A}{b^2-1}
=\frac{10^{15}}{8.679}\ \mathrm{cm^{-3}}
\approx1.15\times10^{14}\ \mathrm{cm^{-3}} .
$$

The hole density is then $1.115\times10^{15}\ \mathrm{cm^{-3}}$. An electron population about one tenth as large as the hole population is enough to cancel the Hall signal.

To follow the whole sweep, set $s=\Delta/\Delta_0$. The numerator of $R_H$, divided by $\mu_h^2$, is

$$
N_A+\Delta-b^2\Delta=N_A-(b^2-1)\Delta=N_A(1-s).
$$

The bracket in the denominator, divided by $\mu_h$, is

$$
N_A+(1+b)\Delta=N_A\left(1+\frac{1+b}{b^2-1}s\right)
=N_A\left(1+\frac{s}{b-1}\right).
$$

Hence, with the charge restored,

$$
R_H=\frac{1}{eN_A}\,\frac{1-s}{[1+s/(b-1)]^2}.
$$

In the dark, $R_H=1/(eN_A)\approx6240\ \mathrm{cm^3/C}$. At half the null injection the second factor is $0.5/(1.237)^2=0.327$, giving $2040\ \mathrm{cm^3/C}$. At twice the null injection it is $-1/(1.947)^2=-0.264$, giving about $-1650\ \mathrm{cm^3/C}$.

The negative signal does not grow without limit. Setting the derivative of the second factor to zero gives

$$
-\left(1+\frac{s}{b-1}\right)-\frac{2(1-s)}{b-1}=0
\quad\Longrightarrow\quad s=b+1 .
$$

At this injection $\Delta=N_A/(b-1)$ and $p=bN_A/(b-1)$, so $p/n=b$. At fixed acceptor density and fixed mobilities, the most negative Hall coefficient thus occurs where the two conductivities are equal. Beyond it, the added carriers reduce the magnitude of $R_H$.

The voltage scale follows from the dark film, where $E_y=\mu_hE_xB$. Across the width $W$,

$$
V=\mu_hBE_xW=(0.045)(0.1)(100)(0.005)\ \mathrm V=2.25\ \mathrm{mV},
$$

with all factors converted to SI units. In the uniform model, illumination brings this voltage to zero at $\Delta_0$ when $E_x$ and $B$ are held fixed.

### A magnetic field that is not weak

At the null $E_y=0$, so the drift equations can be solved without expansion in $B$. For holes, substituting $v_{hy}=-\mu_hBv_{hx}$ into the $x$ equation gives

$$
v_{hx}=\frac{\mu_hE_x}{1+\mu_h^2B^2},\qquad
v_{hy}=-\frac{\mu_h^2E_xB}{1+\mu_h^2B^2}.
$$

For electrons, $v_{ey}=\mu_eBv_{ex}$, and the same substitution gives

$$
v_{ey}=-\frac{\mu_e^2E_xB}{1+\mu_e^2B^2}.
$$

The condition $pv_{hy}=nv_{ey}$ now yields, with $x=\mu_e^2B^2$ and $b^2\mu_h^2B^2=x$,

$$
\frac pn=b^2\,\frac{1+\mu_h^2B^2}{1+\mu_e^2B^2}
=\frac{b^2+x}{1+x}.
$$

The magnetic field reduces the sideways drift of the electrons by a larger factor than that of the holes, so fewer holes are needed to balance them. At 0.1 T, $\mu_eB=0.014$ and the null moves only from 9.679 to 9.677. At 5 T, $\mu_eB=0.7$, $x=0.49$, and the null is at 6.82. This value assumes one energy-independent collision time per carrier. If both carriers follow the acoustic law $\tau\propto\epsilon^{-1/2}$ of the next section, the weak-field null is still $b^2$, but the null at 5 T is about 5.9. The excess over one is $(b^2-1)/(1+x)$, so within this model the ratio approaches one only when $x\gg b^2$.

### Hall factors different from one

Carriers of different energy have different collision times. The drift mobility contains the average $\langle\tau\rangle$, whereas the magnetic drift contains $\langle\tau^2\rangle$. The factor

$$
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
$$

therefore multiplies $\mu^2$ in the magnetic term of each carrier. The null condition becomes $pr_h\mu_h^2=nr_e\mu_e^2$, or

$$
\frac pn=b^2\frac{r_e}{r_h}.
$$

For a nondegenerate parabolic band, let $\epsilon$ be the energy divided by the thermal energy. The density of states, the squared velocity and the Boltzmann factor combine into the weight $\epsilon^{3/2}e^{-\epsilon}$. Acoustic-phonon scattering has $\tau\propto\epsilon^{-1/2}$, so

$$
r=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}
=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}
=\frac{3\pi}{8}\approx1.18 .
$$

Silicon is a real case in this range of mobilities, and its electron valleys are ellipsoidal. Consider equally populated valleys elongated along the three cube axes, with the same $\tau$ in every direction and the fields along those axes. Let $\mu_l$ and $\mu_t=K\mu_l$ be the mobilities along and across a valley, where $K$ is the ratio of longitudinal to transverse mass. The drift mobility is $(\mu_l+2\mu_t)/3$. The magnetic drift contains $\mu_x\mu_y$, whose average is $(2\mu_l\mu_t+\mu_t^2)/3$. Dividing this average by the square of the drift mobility gives the valley factor

$$
r_{\mathrm{valley}}
=\frac{(2K+K^2)/3}{(1+2K)^2/9}
=\frac{3K(K+2)}{(2K+1)^2}.
$$

Rough masses of 0.98 and 0.19 electron masses give $r_{\mathrm{valley}}\approx0.865$. Since the energy dependence is taken as the same in all valleys, the factors multiply: $r_e\approx1.178\times0.865\approx1.02$. With a rough hole factor of 0.8, the null moves to

$$
\frac pn\approx9.68\times\frac{1.02}{0.8}\approx12.3 ,
$$

about 27% above the value for unit Hall factors. This is an estimate of sensitivity, since both the scattering law and the hole factor are approximate. It is likely low for silicon at 300 K. Acoustic scattering alone would give an electron mobility about twice the value used here. Intervalley phonon scattering makes $\tau$ depend more strongly on energy and raises $r_e$ to roughly 1.1 to 1.15, which with the same hole factor puts the null near 13 to 14.

### Pairs that pile up at the edges

At the null the transverse electric current vanishes, but the particle fluxes do not. Electrons and holes move together towards one edge. If the edges neither absorb nor supply pairs, a density gradient develops, and its effect on the voltage is also of first order in $B$.

Let $u(y)$ be the change of pair density caused by $B$, equal for both carriers because the film stays neutral. To first order, the fluxes are

$$
\Gamma_h=p(\mu_hE_y-\mu_h^2E_xB)-D_hu',
$$

$$
\Gamma_e=-n(\mu_eE_y+\mu_e^2E_xB)-D_eu' .
$$

Zero transverse current requires $\Gamma_h=\Gamma_e=\Gamma$. Equating the two expressions gives

$$
(p\mu_h+n\mu_e)E_y=(p\mu_h^2-n\mu_e^2)E_xB-(D_e-D_h)u'. \tag{A}
$$

Multiplying the hole equation by $n\mu_e$, the electron equation by $p\mu_h$, and adding removes $E_y$:

$$
\Gamma=-F-Du',\qquad
F=\frac{np\mu_h\mu_e(\mu_h+\mu_e)}{p\mu_h+n\mu_e}E_xB,
$$

$$
D=\frac{n\mu_eD_h+p\mu_hD_e}{p\mu_h+n\mu_e}
=\frac{\Theta\mu_e\mu_h(n+p)}{p\mu_h+n\mu_e}.
$$

The last step uses the Einstein relation $D_i=\Theta\mu_i$, where $\Theta$ is the thermal energy.

With pair lifetime $\tau_p$, continuity gives $\Gamma'=-u/\tau_p$, hence $u''=u/L^2$ with $L^2=D\tau_p$. Reflecting edges require $\Gamma=0$, so $u'=-F/D$ at $y=\pm W/2$. The solution is

$$
u=-\frac{FL}{D}\,\frac{\sinh(y/L)}{\cosh(W/2L)} .
$$

The mean gradient is the density difference between the edges divided by $W$:

$$
\overline{u'}=-\frac FD\,t,\qquad
t=\frac{2L}{W}\tanh\frac{W}{2L}.
$$

The electrostatic Hall voltage vanishes when the average of equation (A) vanishes. The required combination is

$$
(D_e-D_h)\frac FD=\frac{np(\mu_e^2-\mu_h^2)}{n+p}E_xB .
$$

Dividing the null condition by $n\mu_h^2E_xB$ and writing $r=p/n$ from here on gives

$$
r-b^2+t\,\frac{r(b^2-1)}{1+r}=0 .
$$

In a wide bar $t\to0$ and $r\to b^2$. In a narrow bar $t\to1$; multiplication by $1+r$ then leaves $r^2-b^2=0$, so $r\to b$. Faster electron diffusion away from the crowded edge creates a positive $E_y$, which has to be cancelled by a larger electron share.

For the film $L\approx55$ μm, so $t\approx2L/W=0.022$ and the electrostatic null moves to 9.51, a reduction of 1.8%. Reducing the width to 10 μm, with the lifetime and the reflecting edges unchanged, moves it to 3.13, close to $b$. A finite-volume solution of the two flux equations reproduces both values within one part in $10^4$.

Strongly recombining edges do not remove the need for a wide illuminated film. They pull the pair density towards its dark value in strips of width about $L$. The uniform result then requires $W\gg L$ as well. With fully absorbing edges, the ratio $p/n$ at the centre of the film at the null is about 9.44 for a width of 5 mm and about 8.5 for a width of 1 mm. 
The electrostatic null is also not always the null that a voltmeter shows, because a voltmeter compares Fermi levels at its contacts. Suppose the edges still reflect pairs and the contacts follow the holes alone. The mean field they record is then $\overline{E_y}-\Theta\overline{u'}/p$. Inserting the mean gradient changes the null condition to

$$
r=b^2-t\,b(1+b).
$$

This gives 9.40 for the 5 mm film. For $t\to1$ it gives $r=-b$, so a narrow bar shows no null with such contacts: no holes flow sideways, and their Fermi level has to balance the magnetic force on the holes by itself. The value near $b$ therefore applies to the electrostatic voltage only. Other contacts need their own model.

### Comparison with a silicon film

The mobilities are rough typical values for lightly doped silicon at 300 K. The 1 μs lifetime is a chosen value for a film and is short compared with that of good bulk material. Of the corrections evaluated for the 5 mm film at 0.1 T, the Hall factors give the largest shift, to about 12.3 with acoustic scattering alone and to roughly 13 to 14 when intervalley scattering of the electrons is included. Trapping would leave the condition on the free densities unchanged, but the relation $p-n=N_A$, and with it the value of $\Delta_0$, would fail.

Temperature enters mainly through the mobilities. With rough power laws $\mu_e\propto T^{-2.4}$ and $\mu_h\propto T^{-2.2}$, the null scales as $T^{-0.4}$, and a rise of 10 K lowers it to 9.55 if the Hall factors are held fixed. Their own temperature dependence can change this shift by a sizeable fraction. The estimated heating is far smaller. If all absorbed light of 1 μm wavelength becomes heat, it supplies about $23\ \mathrm{W/cm^3}$, compared with $0.11\ \mathrm{W/cm^3}$ from the current. Across a 2 μm oxide of thermal conductivity 0.014 W/(cm K), on an ideal heat sink, this raises the film temperature by about $3\times10^{-4}$ K.

The electrons themselves are heated by the drift field. Balancing the power $e\mu_eE_x^2$ per electron against the loss of $\tfrac32k_B\,\delta T$ in a rough energy relaxation time of 1 ps gives $\delta T\approx10^{-5}$ K. The drift field is also only about $3\times10^{-6}$ of a rough breakdown field of $3\times10^5$ V/cm. Carrier heating and breakdown therefore do not limit the weak-field result at these settings. The remaining small estimates are listed in the numerical output.

## Table of computed values

```
Electron mobility: 1400 cm2/(V s)
Hole mobility: 450 cm2/(V s)
Mobility ratio b: 3.1111
Null density ratio p/n, formula: 9.679
Null density ratio p/n, trajectories: 9.679
Hole share of current at null: 75.676 %
Temperature: 300 K
Acceptor density: 1e+15 cm^-3
Injected electron density at null: 1.1522e+14 cm^-3
Total hole density at null: 1.1152e+15 cm^-3
Conductivity at null: 0.10625 S/cm
Dark Hall coefficient: 6241.5 cm3/C
R_H at 0.5 times null injection: 2040 cm3/C
R_H at 1 times null injection: 0 cm3/C
R_H at 2 times null injection: -1645.9 cm3/C
R_H at p/n = b, same electron density: -9189.6 cm3/C
Drift field: 1 V/cm
Magnetic field: 0.1 T
Film width: 5 mm
Film thickness: 10 um
Pair lifetime: 1 us
Dark Hall voltage magnitude: 2.25 mV
Electron mobility times B: 0.014
Null ratio at example magnetic field: 9.6773
Null ratio at 5 T: 6.8248
Acoustic-scattering Hall factor: 1.1781
Longitudinal electron mass, rough: 0.98 m_e
Transverse electron mass, rough: 0.19 m_e
Electron-valley Hall factor: 0.86499
Combined electron Hall factor: 1.019
Hole Hall factor, rough input: 0.8
Null ratio with these Hall factors: 12.329
Pair diffusion length at null: 54.972 um
Null ratio, reflecting edges, example width: 9.5066
Narrow test width: 10 um
Null ratio, reflecting edges, narrow width: 3.1262
Null ratio after 10 K warming, rough: 9.5529
Hole degeneracy correction: 2.1959e-05
Neutral acceptor fraction, rough: 0.0014144
Thermal electron density, rough: 1e+05 cm^-3
Electron heating, rough: 1.0831e-05 K
Absorbed light power density: 22.888 W/cm3
Joule power density: 0.10625 W/cm3
Lattice heating across oxide, rough: 0.00032849 K
Drift field / rough breakdown field: 3.3333e-06
```
